# Thickness scaling of the coercive field from a half-ellipsoidal nucleus: a numerical check

```python
"""
Coercive field of a ferroelectric film from a half-spheroidal nucleus.
Result under test: if the critical nucleus length equals the thickness d,
  E_c = (pi*sigma/8P) * (8P^2/(pi*eps0*eps_a*sigma))^(1/3)
        * (5L-2) * (2L-1)^(-2/3) * d^(-2/3),
  L = ln(2*(d/r)*sqrt(eps_a/eps_c)) - 1,
with the local exponent tending to -2/3 for large L.
P: polarization, sigma: wall energy per area, r: base radius, l: length,
eps_a, eps_c: relative permittivities across and along the polar axis.
All quantities are in SI units unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0, k as k_B, e as q_e
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve, minimize_scalar
from scipy.special import ellipkm1

P, sigma, eps_a, eps_c, T = 0.2, 0.010, 200.0, 100.0, 300.0
stretch = np.sqrt(eps_a / eps_c)
a = 4 * np.pi * P / 3
b = np.pi**2 * sigma / 2
c = 4 * np.pi * P**2 / (3 * epsilon_0 * eps_a)


def log_factor(q):
    return np.log(2 * stretch * q) - 1


def depolarization_factor(m):
    """Exact axial factor of a prolate spheroid with axis ratio m > 1."""
    w = np.sqrt(m * m - 1)
    return (m / w * np.log(m + w) - 1) / w**2


def energy(r, l, field, exact=False):
    """Nucleus energy, with slender or exact spheroid geometry."""
    volume = 2 * np.pi * r**2 * l / 3
    m = stretch * l / r
    if exact:
        ecc = np.sqrt(1 - (r / l)**2)
        area = np.pi * r**2 + np.pi * r * l * np.arcsin(ecc) / ecc
        factor = depolarization_factor(m)
    else:
        area = np.pi**2 * r * l / 2
        factor = (np.log(2 * m) - 1) / m**2
    return (-2 * P * field * volume + sigma * area
            + 2 * P**2 * factor * volume / (epsilon_0 * eps_c))


def matched_formula(d):
    """Closed result: field, radius and L for critical length d."""
    def mismatch(q):
        return np.log(b * q**3 / (3 * c * (2 * log_factor(q) - 1) * d))
    q = brentq(mismatch, np.exp(1.9) / (2 * stretch), 1e5)
    L = log_factor(q)
    field = (np.pi * sigma / (8 * P)
             * (8 * P**2 / (np.pi * epsilon_0 * eps_a * sigma))**(1 / 3)
             * (5 * L - 2) * (2 * L - 1)**(-2 / 3) * d**(-2 / 3))
    return field, d / q, L


def exponent_formula(L):
    return -(10 * L - 9) * (2 * L - 1) / ((5 * L - 2) * (6 * L - 5))


def matched_numeric(d, exact=False):
    """Stationary point of the energy itself, with l = d imposed."""
    field0, r0, _ = matched_formula(d)
    h = 1e-4

    def gradient(x):
        r, field = r0 * np.exp(x[0]), field0 * np.exp(x[1])
        up, down = np.exp(h), np.exp(-h)
        g_r = energy(r * up, d, field, exact) - energy(r * down, d, field, exact)
        g_l = energy(r, d * up, field, exact) - energy(r, d * down, field, exact)
        return np.array([g_r, g_l]) / (2 * h * sigma * r * d)

    x = fsolve(gradient, [0.12, -0.10], xtol=1e-10)
    assert np.max(np.abs(gradient(x))) < 1e-7
    return field0 * np.exp(x[1]), r0 * np.exp(x[0])


# Point charge in a uniaxial medium (unit charge, eps0 = 1): Gauss law.
def point_potential(rho, z):
    return 1 / (4 * np.pi * np.sqrt(eps_a * eps_c * rho**2 + eps_a**2 * z**2))


def radial_flux(u, h=1e-5):
    rho, z = np.sqrt(1 - u * u), u
    d_rho = (point_potential(rho + h, z) - point_potential(rho - h, z)) / (2 * h)
    d_z = (point_potential(rho, z + h) - point_potential(rho, z - h)) / (2 * h)
    return -2 * np.pi * (eps_a * rho * d_rho + eps_c * z * d_z)


assert abs(quad(radial_flux, -1, 1)[0] - 1) < 1e-6
xs, ys, zs, ea_s, ec_s = sp.symbols("x y z ea ec", positive=True)
phi_s = 1 / sp.sqrt(ea_s * ec_s * (xs**2 + ys**2) + ea_s**2 * zs**2)
divergence = (ea_s * (sp.diff(phi_s, xs, 2) + sp.diff(phi_s, ys, 2))
              + ec_s * sp.diff(phi_s, zs, 2))
assert sp.simplify(divergence) == 0


# Depolarizing field from the bound surface charge, summed ring by ring.
def ring_kernel(rho1, rho2, dz):
    near = eps_a * eps_c * (rho1 - rho2)**2 + eps_a**2 * dz**2
    far = eps_a * eps_c * (rho1 + rho2)**2 + eps_a**2 * dz**2
    return 2 / np.pi * ellipkm1(near / far) / np.sqrt(far)


r_t, l_t = 1.0, 10.0


def rim(z):
    return r_t * np.sqrt(np.maximum(0, 1 - (z / l_t)**2))


for z0 in (3.0, 8.0):
    def integrand(z):
        line_charge = 2 * np.pi * r_t**2 * z / l_t**2
        return line_charge * ring_kernel(rim(z), rim(z0), z - z0) / (4 * np.pi)
    potential = (quad(integrand, -l_t, z0, limit=200)[0]
                 + quad(integrand, z0, l_t, limit=200)[0])
    expected = depolarization_factor(stretch * l_t / r_t) * z0 / eps_c
    assert abs(potential / expected - 1) < 1e-5

# Frozen logarithm: symbolic stationary point and barrier.
rs, ls, A, B, C, F = sp.symbols("r l A B C F", positive=True)
W_s = -A * F * rs**2 * ls + B * rs * ls + C * rs**4 / ls
r_s = 5 * B / (6 * A * F)
l_s = sp.sqrt(6 * C * r_s**3 / B)
point = {rs: r_s, ls: l_s}
assert sp.simplify(sp.diff(W_s, rs).subs(point)) == 0
assert sp.simplify(sp.diff(W_s, ls).subs(point)) == 0
assert sp.simplify(W_s.subs(point) - B * r_s * l_s / 3) == 0

# Film series: formula against stationary points of the energy.
thicknesses_nm = [30, 100, 300, 1000, 3000]
rows = []
for d_nm in thicknesses_nm:
    d = d_nm * 1e-9
    field, radius, L = matched_formula(d)
    field_n, radius_n = matched_numeric(d)
    field_x, _ = matched_numeric(d, exact=True)
    assert abs(field_n / field - 1) < 1e-5
    assert abs(radius_n / radius - 1) < 1e-5
    assert abs(field_x / field - 1) < 0.03  # slender-body error
    step = 0.01
    slope = np.log(matched_numeric(d * np.exp(step))[0]
                   / matched_numeric(d * np.exp(-step))[0]) / (2 * step)
    assert abs(slope - exponent_formula(L)) < 1e-4
    barrier = energy(radius_n, d, field_n)
    assert abs(barrier / (b * radius * d / 3) - 1) < 1e-4
    h = 1e-3

    def W_log(i, j):
        return energy(radius_n * np.exp(i * h), d * np.exp(j * h), field_n)
    H_rr = (W_log(1, 0) - 2 * W_log(0, 0) + W_log(-1, 0)) / h**2
    H_ll = (W_log(0, 1) - 2 * W_log(0, 0) + W_log(0, -1)) / h**2
    H_rl = (W_log(1, 1) - W_log(1, -1) - W_log(-1, 1) + W_log(-1, -1)) / (4 * h**2)
    eig = np.linalg.eigvalsh([[H_rr, H_rl], [H_rl, H_ll]])
    scale = c * radius**4 / d
    assert eig[0] < 0 < eig[1]
    assert np.allclose(eig / scale, [-3 * (2 * L - 1), 10 * L - 9], rtol=1e-3)
    rows.append((d_nm, field, radius, L, slope, field_x, barrier))
assert abs(exponent_formula(1e6) + 2 / 3) < 1e-6
assert all(-2 / 3 < row[4] < 0 for row in rows)

# Column spanning the film, without depolarization.
d = 100e-9
E_c, r_c, L_c = matched_formula(d)
column_barrier = np.pi * sigma**2 * d / (2 * P * E_c)
column_radius = sigma / (2 * P * E_c)


def negative_column_energy(x):
    r = x * 1e-9
    return -(2 * np.pi * r * d * sigma - 2 * P * E_c * np.pi * r**2 * d) / 1e-17


top = minimize_scalar(negative_column_energy, bounds=(0.01, 50), method="bounded",
                      options={"xatol": 1e-8})
assert abs(-top.fun * 1e-17 / column_barrier - 1) < 1e-6
assert abs(top.x * 1e-9 / column_radius - 1) < 1e-4

# Images of the nucleus in the far electrode: L is replaced by L + kappa.
nodes, weights = np.polynomial.legendre.leggauss(160)
U, V = np.meshgrid(nodes, nodes, indexing="ij")
UV_weight = np.outer(weights * nodes, weights * nodes)


def line_pair(D):
    return np.sum(UV_weight / (D + V - U))


def kappa(length_ratio):
    return 1.5 * sum(line_pair(2 * n / length_ratio) for n in range(1, 151))


r_i, l_i, ratio_i = 0.05, 1.0, 0.8
rings = r_i * np.sqrt(1 - nodes**2)
kernel = ring_kernel(rings[:, None], rings[None, :], 2 * l_i / ratio_i + V - U)
pair_direct = 0.5 * (4 * np.pi * P * r_i**2)**2 * np.sum(UV_weight * kernel)
pair_direct /= 4 * np.pi * epsilon_0
pair_formula = c * r_i**4 / l_i * 1.5 * line_pair(2 / ratio_i)
assert abs(pair_direct / pair_formula - 1) < 0.02  # finite slenderness
kappa_half, kappa_near, kappa_contact = kappa(0.5), kappa(0.9), kappa(1.0)
assert kappa_contact < kappa_near < kappa_half < 0

# Numbers for the worked example.
print(f"Polarization P = {P:.2f} C/m^2")
print(f"Wall energy sigma = {sigma*1e3:.1f} mJ/m^2")
print(f"Relative permittivities eps_a, eps_c = {eps_a:.0f}, {eps_c:.0f}")
print(f"Temperature = {T:.0f} K")
print(f"a = {a:.4f} C/m^2; b = {b:.5f} J/m^2; c = {c:.4e} J/m^3")
print("Film series (exact = exact spheroid area and factor):")
print("d/nm  E_c/(MV/m)  r*/nm  L  exponent  E_exact/(MV/m)")
for d_nm, field, radius, L, slope, field_x, _ in rows:
    print(f"{d_nm:5d} {field/1e6:9.4f} {radius*1e9:9.3f} {L:7.4f}"
          f" {slope:8.4f} {field_x/1e6:9.4f}")
overall = np.log(rows[-1][1] / rows[0][1]) / np.log(rows[-1][0] / rows[0][0])
print(f"Overall exponent, 30 to 3000 nm = {overall:.4f}")
print(f"E_c(1000 nm)/E_c(100 nm) = {rows[3][1]/rows[1][1]:.4f}")
print(f"Same ratio from pure -2/3 power = {10**(-2/3):.4f}")
print("Details for d = 100 nm:")
print(f"Aspect ratio d/r* = {d/r_c:.3f}")
print(f"E_c = {E_c/1e6:.4f} MV/m = {E_c/1e5:.2f} kV/cm")
print(f"Coercive voltage = {E_c*d:.4f} V")
r_frozen = (b * d**2 / (6 * c * L_c))**(1 / 3)
E_frozen = 5 * b / (6 * a * r_frozen)
print(f"Frozen-log radius at same L = {r_frozen*1e9:.3f} nm")
print(f"Frozen-log field at same L = {E_frozen/1e6:.4f} MV/m")
W_c = rows[1][6]
print(f"Barrier W* = {W_c:.4e} J = {W_c/q_e:.2f} eV")
print(f"W*/(kT) = {W_c/(k_B*T):.0f}")
print(f"Column critical radius = {column_radius*1e9:.3f} nm")
print(f"Column barrier = {column_barrier/q_e:.2f} eV")
print(f"Column barrier / W* = {column_barrier/W_c:.4f}")
E_half = matched_formula(d / 2)[0]
print(f"Field for critical length d/2 = {E_half/1e6:.4f} MV/m")
print(f"Ratio to E_c = {E_half/E_c:.4f}; pure power = {2**(2/3):.4f}")
print(f"Image shift kappa at l/d = 0.5: {kappa_half:.4f}")
print(f"Image shift kappa at l/d = 0.9: {kappa_near:.4f}")
print(f"Image shift kappa at l/d = 1.0: {kappa_contact:.3f}")
print(f"kappa(1)/L = {kappa_contact/L_c:.3f}")
print("OK")
```

Running it gives:

```
Polarization P = 0.20 C/m^2
Wall energy sigma = 10.0 mJ/m^2
Relative permittivities eps_a, eps_c = 200, 100
Temperature = 300 K
a = 0.8378 C/m^2; b = 0.04935 J/m^2; c = 9.4617e+07 J/m^3
Film series (exact = exact spheroid area and factor):
d/nm  E_c/(MV/m)  r*/nm  L  exponent  E_exact/(MV/m)
   30   14.3982     3.615  2.1558  -0.5970   14.6390
  100    6.9408     7.402  2.6431  -0.6135    6.9846
  300    3.5187    14.493  3.0698  -0.6226    3.5282
 1000    1.6557    30.628  3.5256  -0.6294    1.6575
 3000    0.8271    61.075  3.9340  -0.6339    0.8275
Overall exponent, 30 to 3000 nm = -0.6204
E_c(1000 nm)/E_c(100 nm) = 0.2385
Same ratio from pure -2/3 power = 0.2154
Details for d = 100 nm:
Aspect ratio d/r* = 13.509
E_c = 6.9408 MV/m = 69.41 kV/cm
Coercive voltage = 0.6941 V
Frozen-log radius at same L = 6.903 nm
Frozen-log field at same L = 7.1114 MV/m
Barrier W* = 1.2176e-17 J = 76.00 eV
W*/(kT) = 2940
Column critical radius = 3.602 nm
Column barrier = 70.63 eV
Column barrier / W* = 0.9293
Field for critical length d/2 = 10.5903 MV/m
Ratio to E_c = 1.5258; pure power = 1.5874
Image shift kappa at l/d = 0.5: -0.0289
Image shift kappa at l/d = 0.9: -0.2844
Image shift kappa at l/d = 1.0: -0.652
kappa(1)/L = -0.247
OK
```
